# Closed-form solvation free energies in HNC and KH theory, and RISM-SCF

## Result

A rigid solute with sites \(a\) is dissolved at infinite dilution in a molecular liquid or electrolyte with sites \(s\) of density \(\rho_s\). Let \(u_{as}(r)\) be the site-site potential, \(h_{as}=g_{as}-1\) the total correlation function, \(c_{as}\) the direct one, and \(\beta=1/kT\). When \(h\) and \(c\) are linked by the reference interaction site model (RISM) equation of Section 2 and one of the closures below, this approximate theory gives the excess chemical potential as

\[
\beta\mu=\sum_{as}\rho_s\int\Big[\tfrac12h_{as}^2\,\theta_{as}-c_{as}-\tfrac12h_{as}c_{as}\Big]d\mathbf r ,
\]

with \(\theta=1\) in the hypernetted-chain (HNC) closure. In the Kovalenko-Hirata (KH) closure, \(\theta=1\) where \(h<0\) and \(\theta=0\) where \(h>0\).

If the solute charges \(q_a\) depend on its electrons, the solvent changes the Fock matrix to

\[
F=F_0-\sum_aV_ab_a,\qquad V_a=\frac{\partial\mu}{\partial q_a}=\sum_s\rho_s\int\frac{Cq_s}{r}\,g_{as}\,d\mathbf r .
\]

Here \(b_a\) measures the electron population of site \(a\), and \(C\) is the Coulomb constant. Both results follow from one fact: within these closures, the work of changing \(u\) is an exact differential.

## 1. One atom in an atomic liquid

Scale or deform the potential with a parameter \(\lambda\), from no interaction at \(\lambda=0\) to the full one at \(\lambda=1\). Kirkwood charging gives

\[
\mu=\rho\int_0^1d\lambda\int g\,u'\,d\mathbf r ,\qquad '\equiv\partial/\partial\lambda .
\]

The correlations obey the Ornstein-Zernike equation, in Fourier space \(h(k)=c(k)X(k)\). The factor \(X=1+\rho h_{\rm solvent}\) belongs to the pure solvent and does not depend on \(\lambda\). A closure supplies the second relation. With

\[
d=-\beta u+h-c ,
\]

HNC sets \(g=e^d\). KH sets \(g=e^d\) for \(d\le0\) and \(g=1+d\) for \(d>0\). Both make \(h\) and \(d\) change sign together.

Differentiating the definition of \(d\) gives \(\beta u'=h'-c'-d'\), so

\[
\beta g u'=(1+h)(h'-c')-g d' .
\]

**HNC.** Since \(g=e^d\), \(gd'=g'=h'\). Expanding the product,

\[
\beta gu'=h'+hh'-c'-hc'-h'=hh'-c'-hc' .
\]

**KH.** Where \(h\le0\) the same line holds. Where \(h>0\), \(h=d\), so \(h'=d'\) and \(gd'=(1+h)h'\). This cancels the whole \(h'\) part and leaves \(\beta gu'=-c'-hc'\). Both regions are covered by

\[
\beta gu'=\big(\tfrac12h^2\theta\big)'-c'-hc' .
\]

The surface \(h=0\) moves with \(\lambda\), but \(\tfrac12h^2\theta\) and its first derivative with respect to \(h\) vanish there, so the motion adds no boundary term.

The term \(hc'\) is not a derivative at each point. Its integral is one, because \(X(k)\) is real and multiplies symmetrically:

\[
\int hc'\,d\mathbf r=\int\frac{d\mathbf k}{(2\pi)^3}\,cXc'
=\int ch'\,d\mathbf r=\tfrac12\frac{d}{d\lambda}\int hc\,d\mathbf r .
\]

The last step uses \((hc)'=hc'+ch'\), whose two parts have equal integrals. Integrating from \(h=c=0\) gives the closed form for one site. The solution must exist and vary continuously along the path; if it disappears or jumps to another branch, the integration is not justified.

### Limit: dilute solvent

As the solvent density tends to zero, \(X\to1\) and \(h=c\). Then \(d=-\beta u\), and HNC gives

\[
\beta\mu=\rho\int\big[\tfrac12h^2-h-\tfrac12h^2\big]d\mathbf r
=-\rho\int(e^{-\beta u}-1)\,d\mathbf r .
\]

This is the exact leading term in density. KH agrees where \(u>0\). Where \(u<0\), put \(x=-\beta u>0\). KH has \(h=x\), and its integrand is \(-x-\tfrac12x^2\), while the exact one is \(1-e^x=-x-\tfrac12x^2-\tfrac16x^3-\dots\). KH therefore departs from the exact dilute limit at third order in the attraction.

### Limit: weak interaction

For a bounded, integrable \(u\), first order gives \(c=-\beta u\) and \(h=-\beta X*u\), where the star is a convolution. At second order both closures have \(c=-\beta u+\tfrac12h^2\theta\). Inserting this, the two \(h^2\) terms cancel:

\[
\mu=\rho\int u\,d\mathbf r+\tfrac12\rho\int hu\,d\mathbf r
=\rho\int u\,d\mathbf r-\tfrac12\beta\rho\int u\,(X*u)\,d\mathbf r .
\]

The first term is the mean interaction. The second is the linear response of the solvent, with the factor \(\tfrac12\) that comes from charging.

## 2. Many sites

The RISM equation in Fourier space is

\[
h_{as}=\sum_{a's'}\omega_{aa'}c_{a's'}X_{s's},\qquad
X_{s's}=\omega_{s's}+\rho_{s'}h_{s's}.
\]

The matrix \(\omega\) describes rigid molecules: it is 1 on the diagonal and \(\sin(kL)/(kL)\) for two sites at distance \(L\) in one molecule. Define

\[
\langle f,p\rangle=\sum_{as}\rho_s\int f_{as}p_{as}\,d\mathbf r .
\]

The closure algebra applies to each pair separately. What needs proof is the symmetry. In \(\langle c',h\rangle\) the solvent kernel is

\[
X_{s's}\rho_s=\omega_{s's}\rho_s+\rho_{s'}h_{s's}\rho_s .
\]

The second part is symmetric. So is the first, because \(\omega_{s's}\) is nonzero only for sites of one molecular species, and these have equal densities when each site is counted separately. The solute matrix \(\omega_{aa'}\) is symmetric too. Hence \(\langle c',h\rangle=\langle c,h'\rangle\), and the general closed form follows.

Coulomb forces require an order of operations. At large \(r\), \(c_{as}\approx-\beta Cq_aq_s/r\), and a single \(\int c_{as}\,d\mathbf r\) diverges. Since \(\sum_s\rho_sq_s=0\), the tails cancel when the sum over \(s\) is taken before the integral. The product \(hc\) converges when \(h\) is short-ranged.

### Limit: separated sites

For short-ranged potentials, let the distance between solute sites grow. Then \(\sin(kL)/(kL)\to0\) at every \(k>0\), the rows of the RISM equation decouple, and \(\mu\) becomes the sum of the one-atom results.

### Limit: a dilute atomic solvent

The weak-coupling calculation with \(X=1\) now gives

\[
\beta\mu=\rho\sum_a\int\beta u_a\,d\mathbf r-\tfrac12\rho\beta^2\sum_{aa'}\int u_a(\omega_{aa'}*u_{a'})\,d\mathbf r .
\]

This is the second-order expansion of the exact \(-\rho\int(e^{-\beta\sum_au_a}-1)d\mathbf r\), since \(\omega_{aa'}\) is the orientational average over the bond. At third order HNC fails. With \(h^{(1)}_a=-\beta\sum_{a'}\omega_{aa'}*u_{a'}\), the second-order part of \(c_a\) is \(\tfrac12(h^{(1)}_a)^2\), and charging produces

\[
-\tfrac16\rho\sum_a\int\big(h_a^{(1)}\big)^3d\mathbf r
\quad\text{instead of}\quad
-\tfrac16\rho\int\Big(-\beta\sum_au_a\Big)^3d\mathbf r .
\]

For one site these agree. For several, RISM cubes an orientational average and sums it over sites, which in general is a different quantity. The closed form evaluates the free energy of the approximate theory without further loss; it does not repair the theory.

## 3. What makes the differential exact

Nothing above depended on how \(\lambda\) enters \(u\). For any small change \(\delta u\) at fixed \(\omega\) and \(X\),

\[
\delta\mu=\langle g,\delta u\rangle .
\]

The same argument covers every closure of the form \(g=f(d)\) with smooth enough \(f\) and \(f(0)=1\). Let \(\Phi'(d)=f(d)\) and \(\Phi(0)=0\). Then \(gd'\) is the derivative of \(\Phi\), and

\[
\beta\mu=\sum_{as}\rho_s\int\big[h+\tfrac12h^2-\Phi(d)-c-\tfrac12hc\big]d\mathbf r .
\]

HNC has \(\Phi=e^d-1=h\). KH at \(d>0\) has \(\Phi=d+\tfrac12d^2=h+\tfrac12h^2\). Both earlier formulas return.

An exact differential implies reciprocity: for two changes \(\delta_1u\) and \(\delta_2u\), \(\langle\delta_1u,\delta_2g\rangle=\langle\delta_2u,\delta_1g\rangle\). The Percus-Yevick closure shows how this can fail. It reads \(g=e^{-\beta u}(1+t)\) with \(t=h-c\), so where \(g\) and \(1+t\) are nonzero,

\[
\beta\,\delta u=\frac{\delta t}{1+t}-\frac{\delta g}{g}.
\]

In the difference of the two responses, the \(\delta g/g\) terms cancel, as do the products of two \(\delta h\). There remains

\[
\Big\langle\frac{\delta_2c}{1+t},\delta_1h\Big\rangle-\Big\langle\frac{\delta_1c}{1+t},\delta_2h\Big\rangle .
\]

Without the factor \(1/(1+t)\) this would vanish by the RISM symmetry. The factor varies in space, so in general it does not vanish, and the charging work then depends on the path.

A change of molecular geometry lies outside \(\delta\mu=\langle g,\delta u\rangle\), because \(\omega\) changes. Differentiating the closed form leaves the extra term \(\tfrac12(\langle h,\delta c\rangle-\langle c,\delta h\rangle)\). With \(\delta h=\omega\,\delta c\,X+\delta\omega\,c\,X\), this gives

\[
\beta\,\delta\mu=\beta\langle g,\delta u\rangle-\tfrac12\langle c,\delta\omega\,c\,X\rangle .
\]

Forces on the nuclei need the last term.

## 4. The Fock matrix

Let \(u_{as}=u^{\rm LJ}_{as}+Cq_aq_s/r\), with a Lennard-Jones part independent of the charges. Then \(\delta\mu=\langle g,\delta u\rangle\) gives

\[
\frac{\partial\mu}{\partial q_a}=\sum_s\rho_s\int\frac{Cq_s}{r}g_{as}\,d\mathbf r=V_a .
\]

The correlations do change with \(q_a\), but the exact differential already includes that. By solvent neutrality, \(g\) may be replaced by \(h\) after the sum over \(s\).

Take real orthonormal orbitals and a closed-shell density matrix \(P\), with \(P^2=2P\). For nuclear or core charges \(Z_a\), let

\[
q_a=Z_a-\operatorname{Tr}(Pb_a),
\]

where the symmetric matrices \(b_a\) do not depend on \(P\). The quantity to minimize is \(A=E_0[P]+\mu[q]\). With \(F_0=\partial E_0/\partial P\),

\[
\delta A=\operatorname{Tr}(F_0\,\delta P)+\sum_aV_a\,\delta q_a
=\operatorname{Tr}\Big[\Big(F_0-\sum_aV_ab_a\Big)\delta P\Big].
\]

Allowed changes are orbital rotations, \(\delta P=KP-PK\) with antisymmetric \(K\). Cyclic permutation turns \(\operatorname{Tr}(F\,\delta P)\) into \(\operatorname{Tr}[K(PF-FP)]\). It vanishes for every \(K\) only if \(FP=PF\), which is the self-consistent-field condition with the stated \(F\).

The minus sign has a direct meaning: a positive potential lowers the energy of an electron.

### Limit: linear response

Suppose \(V_a=V_a^0+\sum_{a'}K_{aa'}q_{a'}\) with symmetric \(K_{aa'}\). Integrating over the charges,

\[
\mu-\mu_{q=0}=\sum_aq_aV_a^0+\tfrac12\sum_{aa'}q_aK_{aa'}q_{a'}
=\tfrac12\sum_aq_a(V_a+V_a^0).
\]

If \(\sum_aq_aV_a^0=0\), the electrostatic energy is \(\tfrac12\sum_aq_aV_a\). Its derivative is still the full \(V_a\) when \(V^0=0\), because both factors in the quadratic form vary. The half belongs in the energy and not in \(F\).

## 5. A polar solute in a dense polar fluid

Round model parameters are used. The solvent is diatomic, at 300 K (\(kT=0.596\) kcal/mol) and 0.01 molecules per Å\(^3\). Its charges are \(+0.2\) and \(-0.2\,e\), its diameters \(\sigma\) are 3.0 and 3.4 Å, and its bond is 2.0 Å. The solute has two sites with \(\sigma=3.2\) Å and the same bond length. All well depths are 0.1 kcal/mol, and unlike diameters are averaged. The solvent response \(X\) is computed once with KH and used for both solute closures. Two limits of this model should be kept in mind. First, \(kT\) is six times the well depth and the KH isotherm at 300 K shows no sign of condensation, so the solvent is a dense fluid that probably lies above its critical temperature, not a typical liquid. Second, the RISM equation with these closures gives the dielectric constant \(1+3y\), \(y=4\pi\beta C\rho m^2/9\), where \(\rho\) is the molecular density and \(m=0.4\,e\)Å is the molecular dipole. This value, about 4.7 here, ignores orientational correlations between molecules, so the electrostatic numbers below belong to the approximate theory and not to a real polar solvent. The equations are solved by accelerated iteration on a radial grid of step 0.05 Å that ends at \(R\approx38\) Å, with sine transforms. All integrals stop there. The dispersion tail left out, \(\sum_{as}\rho_s\int_R^\infty u^{\rm LJ}_{as}\,4\pi r^2dr\approx-0.0013\) kcal/mol, would shift every \(\mu\) and \(\Delta A\) below by that amount. It is the same for both closures and for every charging path, and it moves the rounded HNC value of \(\Delta A\) from \(-0.86\) to \(-0.87\) kcal/mol.

### Fixed charges

Put \(q_a=-0.3\,e\) and \(q_b=+0.3\,e\). The three terms of the closed form, in order, give in kcal/mol

\[
\begin{aligned}
\text{HNC: }&1.5326+1.0431-2.7219=-0.1462,\\
\text{KH: }&1.2337+1.2717-2.6254=-0.1200 .
\end{aligned}
\]

The charging integral can also be done numerically, by Gauss-Legendre quadrature. Scaling the whole potential gives \(-0.146\) for HNC and \(-0.120\) for KH. A different path first grows the uncharged cores and then turns on the charges:

\[
\text{HNC: }1.277-1.423=-0.146,\qquad
\text{KH: }1.279-1.399=-0.120 .
\]

The numerical integrals differ from the closed forms by less than 0.0005 kcal/mol. The small total is a balance between the cost of the cavity with its weak attraction and the electrostatic gain. Keeping \(h^2\) everywhere with the KH correlations would give \(+0.105\) kcal/mol, so the restriction to \(h<0\) decides even the sign here.

Reciprocity can be measured by adding a narrow bump to the potential of one site pair at 2.7 Å, another to a different pair at 5.5 Å, and comparing the two cross responses by finite differences. For the uncharged solute they differ, relative to the larger, by 2.7% in Percus-Yevick, 0.09% in KH and 0.0006% in HNC. Section 3 makes the exact difference zero for both KH and HNC; their numerical remainders are at least 30 times smaller than the Percus-Yevick value.

The HNC site potentials are \(V_a=5.76\) and \(V_b=-3.83\) kcal/(mol \(e\)): solvent of opposite charge gathers at each site. The linear-response estimate is

\[
\tfrac12\big[(-0.3)(5.76)+(0.3)(-3.83)\big]=-1.44\ \text{kcal/mol},
\]

against \(-1.42\) from charging. The two uncharged sites are equivalent, so \(V_a^0=V_b^0\) and the \(V^0\) term cancels for a neutral solute. The remaining 1% is nonlinear response.

### Polarizable charges

Now give the solute two electrons in one orbital built from two orthonormal site functions, with core charges \(Z_a=Z_b=1\). In mean field,

\[
E_0=\epsilon_an_a+\epsilon_bn_b-2\tau P_{ab}+\tfrac14U(n_a^2+n_b^2),
\]

with \(\epsilon_b-\epsilon_a=70\), hopping \(\tau=50\) and on-site repulsion \(U=100\) kcal/mol. Repulsion between electrons on different sites is left out. Write \(n_a=1+q\) and \(n_b=1-q\), so the charges are \(-q\) and \(+q\). The diagonal Fock elements are \(\epsilon_a+\tfrac12Un_a-V_a\) and its counterpart for \(b\), and their difference is

\[
D=F_{bb}-F_{aa}=70-100q+V_a-V_b .
\]

For orbital amplitudes \(\cos\vartheta\) and \(\sin\vartheta\), the orbital energy varies as \(-\tfrac12D\cos2\vartheta-\tau\sin2\vartheta\). Its minimum has \(\tan2\vartheta=2\tau/D\). Since \(q=\cos2\vartheta\),

\[
q=\frac{D}{\sqrt{D^2+4\tau^2}} .
\]

Without solvent, iteration gives \(q=0.339\). With HNC solvent it ends at \(V_a=7.63\) and \(V_b=-5.26\) kcal/(mol \(e\)), so

\[
D=70-39.67+12.89=43.22,\qquad
q=\frac{43.22}{\sqrt{43.22^2+100^2}}=0.397 .
\]

Direct numerical minimization of \(A(q)\), which uses no Fock matrix, also gives 0.397. KH gives 0.394 by both routes.

Polarizing the solute costs \(E_0(0.397)-E_0(0.339)=0.37\) kcal/mol, while \(\mu=-1.23\) kcal/mol. The HNC solvation free energy at fixed geometry is therefore

\[
\Delta A=-1.23+0.37=-0.86\ \text{kcal/mol}=-3.6\ \text{kJ/mol}.
\]

KH gives \(-0.81\) kcal/mol, or \(-3.4\) kJ/mol. The difference measures sensitivity to the solute-solvent closure at fixed solvent response \(X\), not the error of either result against the exact statistical mechanics of the model fluid.

With \(V_a/2\) in the Fock matrix, the HNC charge stops at 0.366, about halfway between the gas and solution values, and \(A\) lies 0.09 kcal/mol above its minimum. The curvature of \(A\) accounts for this size. The electronic part is \(E_0''=100(1-q^2)^{-3/2}+100\approx229\) kcal/mol. The solvent part is roughly \(-12.89/0.397\approx-32\), since \(d\mu/dq=V_b-V_a=-12.89\) at \(q=0.397\) and is nearly proportional to \(q\); the local slope is slightly steeper, about \(-35\), which does not change the estimate at this precision. Then \(\tfrac12(229-32)(0.031)^2\approx0.09\) kcal/mol. The energy error is small because it is second order in the charge error; the charge itself is wrong at first order.
